\section*{How few silicon surface atoms must be charged to bend bands}

\section*{Problem}

An n-type silicon crystal at 300 K contains $N=10^{16}$ donors per cm$^3$. At its free surface the energy bands are bent upward by $V=0.5$ V relative to the bulk. The bending is caused by electrons held in surface states. Show that the number of these electrons is less than 0.05 percent of the number of surface atoms, if each charged atom is counted as carrying one elementary charge.

The direction of bending is part of the problem: upward bending in n-type material drives electrons away from the surface. ``Surface atoms'' means the atoms of the outermost plane of the unreconstructed crystal, on a (100), (111) or (110) face. The charge is treated as uniform along the surface, so all quantities depend on the depth $x\ge 0$ alone.

\section*{Conventions}

Let $q>0$ be the elementary charge, $\varepsilon$ the permittivity of silicon, and $v(x)$ the upward band bending in volts, with $v(0)=V$ and $v\to0$ in the bulk. An electron's energy rises where the electrostatic potential falls, so that potential is $-v$. Poisson's equation for a charge density $\rho$ is therefore
\begin{equation}
\frac{d^2v}{dx^2}=\frac{\rho}{\varepsilon}. \label{poisson}
\end{equation}
Write $u(x)=qv(x)/kT$ and $u_s=qV/kT$. At 300 K, $kT=25.85$ meV, so $u_s=500/25.85=19.34$.

Let $S$ be the number of surface electrons per area. The crystal as a whole is neutral, so the positive charge below the surface balances them:
\begin{equation}
qS=\int_0^\infty\rho\,dx=-\varepsilon v'(0). \label{neutral}
\end{equation}
The last step integrates \eqref{poisson} and uses $v'=0$ deep in the bulk.

\section*{A tempting solution}

Charge in a semiconductor is screened over the Debye length
\begin{equation}
L=\sqrt{\frac{\varepsilon kT}{q^2N}}.
\end{equation}
With relative permittivity 11.7,
\[
L=\sqrt{\frac{11.7\,(8.854\times10^{-12})(0.02585)}
{(1.602\times10^{-19})(10^{22})}}\ \text{m}=40.9\ \text{nm}.
\]
It seems natural to let the bending decay as $v=Ve^{-x/L}$. Then $-v'(0)=V/L$, and \eqref{neutral} gives
\begin{equation}
S_{\rm lin}=\frac{\varepsilon V}{qL}=NLu_s. \label{wrong}
\end{equation}
The second form uses $V=kTu_s/q$ and $\varepsilon kT/q^2=NL^2$. Numerically,
\[
S_{\rm lin}=10^{16}\,(4.09\times10^{-6})(19.34)
=7.91\times10^{11}\ \text{cm}^{-2}.
\]
A (100) surface has $6.781\times10^{14}$ atoms per cm$^2$, a number derived below. The fraction would be 0.117 percent, and the statement to be shown would be false.

\section*{Where it fails}

The exponential solves \eqref{poisson} only if $\rho$ is proportional to $v$. To see where that comes from, neglect holes for the moment. The electron density is $Ne^{-u}$, because raising the band by $v$ lowers the occupation by a Boltzmann factor. With ionized donors of density $N$,
\begin{equation}
\rho=qN(1-e^{-u}). \label{rho}
\end{equation}
For $u\ll1$ this becomes $\rho\simeq qNu$, and \eqref{poisson} becomes $v''=v/L^2$, whose decaying solution is the exponential.

Here $u_s=19.34$. The linear law asks for a charge density of $19.34\,qN$ at the surface, but removing every electron leaves just $qN$. The positive charge cannot grow further, because the donors are fixed in place. Holes could add to it, but their surface density is small. With a rough intrinsic density $n_i=10^{10}$ cm$^{-3}$ it is
\[
\frac{n_i^2}{N}e^{u_s}=2.51\times10^{12}\ \text{cm}^{-3},
\]
far below $N$. The wrong solution packs too much charge too near the surface. Charge near the surface produces little bending, so too much of it is needed.

\section*{The right solution}

\subsection*{Charge needed for the bending}

Since the charge density saturates at $qN$, take it to be $qN$ down to a depth $W$ and zero beyond. This is the full-depletion model. In $0<x<W$, equation \eqref{poisson} reads $v''=qN/\varepsilon$. The field vanishes at $x=W$, so one integration gives
\begin{equation}
v'(x)=-\frac{qN}{\varepsilon}(W-x).
\end{equation}
A second integration, with $v(W)=0$, gives
\begin{equation}
v(x)=\frac{qN}{2\varepsilon}(W-x)^2.
\end{equation}
Setting $x=0$ and solving for $W$,
\begin{equation}
V=\frac{qNW^2}{2\varepsilon},\qquad
W=\sqrt{\frac{2\varepsilon V}{qN}}=L\sqrt{2u_s}. \label{width}
\end{equation}
The surface electrons balance the $NW$ donors per area in this layer:
\begin{equation}
S_0=NW=\sqrt{\frac{2\varepsilon NV}{q}}. \label{sheet}
\end{equation}
For the stated values,
\begin{align*}
W&=40.9\sqrt{2(19.34)}\ \text{nm}\simeq254.3\ \text{nm},\\
S_0&=10^{16}\,(2.543\times10^{-5})\ \text{cm}^{-2}
=2.543\times10^{11}\ \text{cm}^{-2}.
\end{align*}
The linear result was too large by $S_{\rm lin}/S_0=\sqrt{u_s/2}=3.11$.

\subsection*{Number of surface atoms}

Silicon has the diamond structure: two face-centred cubic lattices displaced by $(a/4)(1,1,1)$, with $a=0.5431$ nm.

On (100), a square of side $a$ has a quarter atom at each corner and one atom at its centre. The second lattice lies in other planes. The density is $2/a^2$.

On (111), the atoms of one lattice form a triangular net with spacing $a/\sqrt2$. The area per atom is $(\sqrt3/2)(a^2/2)=\sqrt3a^2/4$, and the second lattice again lies in other planes. The density is $4/(\sqrt3a^2)$.

On (110), one lattice has one atom in each rectangle with sides $a$ and $a/\sqrt2$. The second lattice shares the plane: on the equivalent face with normal $(1,-1,0)$, the displacement $(1,1,1)$ is perpendicular to the normal. The density is $2\sqrt2/a^2$.

Dividing $S_0$ by these densities gives

\begin{center}
\begin{tabular}{lcc}
Face & Atoms per cm$^2$ & Charged fraction\\
(100) & $6.781\times10^{14}$ & 0.0375 percent\\
(111) & $7.830\times10^{14}$ & 0.0325 percent\\
(110) & $9.589\times10^{14}$ & 0.0265 percent
\end{tabular}
\end{center}

All three lie below 0.05 percent. On the sparsest face, (100), there is one charge per 2667 atoms, and the mean spacing of charges is $S_0^{-1/2}=19.8$ nm. The fraction is a ratio of numbers. It does not require each electron to sit on a single atom.

The smallness can be read directly from the crystal. Silicon has $8/a^3=4.99\times10^{22}$ atoms per cm$^3$, so about one atom in five million is a donor. The (100) planes are $a/4$ apart, and the depletion layer contains about 1870 of them. The surface must balance the donors of all these planes, and $1870/(5\times10^6)$ is again about 0.037 percent.

\subsection*{Why full depletion is a safe estimate}

The edge of the depletion layer is not sharp, so it remains to show that mobile carriers do not raise $S$ above $S_0$. Let $r=(n_i/N)^2=10^{-12}$ be the bulk ratio of holes to electrons. Holes have density $rNe^u$. Taking $N$ as the bulk electron density, which differs from the donor density by a relative $10^{-12}$, bulk neutrality gives
\begin{equation}
u''=\frac1{L^2}\left[1-e^{-u}+r(e^u-1)\right].
\end{equation}
Multiply by $u'$. The left side becomes the derivative of $(u')^2/2$, and the right side the derivative of a function of $u$. Integrating from the surface to the bulk, where $u=u'=0$, gives
\begin{equation}
[u'(0)]^2=\frac2{L^2}
\left[u_s-1+e^{-u_s}+r(e^{u_s}-u_s-1)\right].
\end{equation}
From \eqref{neutral}, $S=-(\varepsilon kT/q^2)u'(0)=-NL^2u'(0)$. Since $u$ falls with depth, $u'(0)$ is negative, and
\begin{equation}
S=NL\sqrt{2\left[u_s-1+e^{-u_s}+r(e^{u_s}-u_s-1)\right]}. \label{full}
\end{equation}

Full depletion corresponds to keeping just $u_s$ in the bracket. It therefore overestimates $S$ whenever
\begin{equation}
e^{-u_s}+r(e^{u_s}-u_s-1)<1. \label{condition}
\end{equation}
Here $e^{-u_s}$ is about $4\times10^{-9}$, and $re^{u_s}$ is the surface hole density divided by $N$, or $2.5\times10^{-4}$. The condition holds, which completes the proof within this model. Equation \eqref{full} gives $S=2.476\times10^{11}$ cm$^{-2}$, which is 2.62 percent below $S_0$. This shortfall comes from the $-1$ in the bracket, that is, from electrons that spill into the edge of the layer: $1-\sqrt{1-1/19.34}=0.026$.

Two limits connect the solutions. For $u_s\ll1$ and negligible $r$, expanding $e^{-u_s}$ turns the bracket into $u_s^2/2$, and \eqref{full} returns $NLu_s$, the tempting result \eqref{wrong}. That result belongs to bendings well below 26 mV. For large $u_s$ with few holes, \eqref{full} approaches $S_0$.

\section*{When the statement fails}

\textit{Higher doping.} At fixed $V$ the fraction grows as $\sqrt N$. In full depletion it reaches 0.05 percent on (100) at
\[
N=10^{16}\left(\frac{0.05}{0.0375}\right)^2\ \text{cm}^{-3}
=1.78\times10^{16}\ \text{cm}^{-3}.
\]
The margin in doping is less than a factor of two.

\textit{Larger bending.} Condition \eqref{condition} breaks down near $re^{u_s}=1$, or $u_s=\ln10^{12}=27.6$, which is $V\simeq0.71$ V. The surface hole density then equals $N$. Beyond this point full depletion is no longer an upper estimate, and \eqref{full} must be used instead. The statement itself still holds there. As the hole term grows exponentially, \eqref{full} reaches 0.05 percent of the (100) atoms near $u_s=29.4$, which is $V\simeq0.76$ V.

\textit{Opposite bending.} If the bands bend down by 0.5 V, electrons gather at the surface and no fixed donor density limits their charge. Boltzmann statistics fail here, because the Fermi level enters the conduction band. Let $w$ be the downward bending divided by $kT/q$. The same multiplication by the slope gives
\begin{equation}
S_{\rm acc}=L\sqrt{2N\int_0^{u_s}[n(w)-N]\,dw},
\end{equation}
\begin{equation}
n(w)=N_c\frac2{\sqrt\pi}\int_0^\infty
\frac{\sqrt t\,dt}{1+e^{t-\eta-w}},\qquad \eta=\ln\frac N{N_c}.
\end{equation}
With a rough effective density of states $N_c=2.8\times10^{19}$ cm$^{-3}$, numerical quadrature gives $3.60\times10^{13}$ cm$^{-2}$, or 5.3 percent of the (100) atoms. This estimate, a hundred times the limit, assumes a parabolic band and leaves out quantum confinement. Confinement can lower the charge by a factor of about three, which still leaves it far above the limit.

\textit{Another count of atoms.} The 7$\times$7 reconstruction of (111) has 12 adatoms in the area of 49 atoms of the ideal plane. If adatoms alone are counted, the fraction becomes $0.0325\times49/12=0.133$ percent.

\section*{What this means for pinning}

Suppose the surface states are spread evenly over the gap, with density $D$ per area and energy. Their neutrality level is the energy up to which they must be filled for the surface to be neutral. Let $V_0$ be the bending that would put the Fermi level exactly there. If the actual bending is $V$, the Fermi level lies $V_0-V$ above the neutrality level, with energies in eV and bendings in volts. The states in this interval hold the extra electrons, so
\begin{equation}
D(V_0-V)=S_0(V). \label{pin}
\end{equation}
The thermal smearing of the filling cancels for constant $D$ when the gap edges are many $kT$ away.

Take $V_0=0.5$ V and a gap of 1.12 eV. The bulk Fermi level lies $kT\ln(N_c/N)=0.205$ eV below the conduction band, so the neutrality level lies $1.12-0.205-0.5=0.415$ eV above the valence band. One state per (100) atom gives $D=6.781\times10^{14}/1.12=6.05\times10^{14}$ cm$^{-2}$ eV$^{-1}$. The right side of \eqref{pin} hardly changes over a small shift, so
\[
V_0-V\simeq\frac{2.543\times10^{11}}{6.05\times10^{14}}\ \text{V}
=0.42\ \text{mV}.
\]
The Fermi level is pinned: the whole depletion charge is supplied by a shift far smaller than $kT$.

Now keep $V_0$ and reduce the states to one per thousand atoms, so $D=6.05\times10^{11}$ cm$^{-2}$ eV$^{-1}$. Write $y=\sqrt{V/V_0}$. Since $S_0(V)=yS_0(V_0)$, equation \eqref{pin} becomes
\begin{equation}
y^2+\beta y-1=0,\qquad \beta=\frac{S_0(V_0)}{DV_0}=0.84.
\end{equation}
The positive root is $y=(-\beta+\sqrt{\beta^2+4})/2=0.665$, and the bending is $V=y^2V_0=0.221$ V in full depletion. The Fermi level has moved 0.279 eV from the neutrality level. Taking the charge from \eqref{full} instead changes these values to 0.231 V and 0.269 eV. There are $6.78\times10^{11}$ states per cm$^2$, more than the $2.54\times10^{11}$ charges that 0.5 V requires, yet they do not hold that bending. Only states between the neutrality level and the Fermi level contribute net charge. Few atoms need be charged, but pinning needs many states available within a small energy interval.

\section*{The model beside real silicon}

The doping and bending are ordinary values for lightly doped silicon, and the material parameters are rough typical ones. Real surface states need not be spread evenly in energy. At a metal or silicide contact, part of the balancing charge sits in the metal, so \eqref{sheet} then gives the sum of metal and interface charge. Contacts in small transistors are often made to silicon doped near $10^{20}$ cm$^{-3}$, which breaks the assumption of light doping. At the same 0.5 V, \eqref{sheet} would raise the (100) fraction a hundredfold, to roughly 4 percent, and reduce $W$ to about 2.5 nm. This is an order of magnitude, since the bulk is then degenerate.

For the example itself the neglected effects are modest.

\textit{Discrete charges.} These make the local bending fluctuate along the surface. A charge $q$ on the surface between silicon and vacuum gives a potential $K/R$ at distance $R$, with $K=q/[2\pi\varepsilon_0(1+11.7)]$. For independently placed charges, the variance at depth $d=S_0^{-1/2}$ is the sum of their squared contributions. Cutting the sum off at lateral distance $W$, a rough allowance for screening, gives
\begin{equation}
\sigma^2=S_0\int_0^W\frac{K^2\,2\pi s\,ds}{s^2+d^2}
=\pi S_0K^2\ln\left(1+\frac{W^2}{d^2}\right),
\end{equation}
so $\sigma$ is roughly 46 mV. Treating the depletion edge as a grounded plane instead gives about 37 mV. These values depend on the depth chosen: the grounded-plane value rises to about 61 mV at 1 nm. The randomly placed donors add about 20 mV in quadrature, which raises 37 mV to about 42 mV. Independent placement also presumes sparse surface states, since dense states that pin the Fermi level screen these fluctuations at the surface. Applying \eqref{sheet} locally, a spread $\sigma$ about the mean changes the average charge only by about $\sigma^2/8V^2$, or 0.1 percent. The 0.5 V must be read as an average along the surface. Even if the bending were higher by $\sigma$ everywhere, the (100) fraction would be 0.0392 percent.

\textit{Temperature.} At 400 K, with $n_i$ scaled as $T^{3/2}e^{-E_g/2kT}$ for the gap $E_g=1.12$ eV, equation \eqref{full} gives $2.475\times10^{11}$ cm$^{-2}$, almost the value at 300 K. The larger electron tail, which alone would give $2.454\times10^{11}$ cm$^{-2}$, is nearly offset by more holes. The closeness of this match depends on the fixed gap. Allowing for the shrinking of the gap with temperature gives $n_i\simeq5\times10^{12}$ cm$^{-3}$ and about $2.50\times10^{11}$ cm$^{-2}$, still below $S_0$. By 450 K condition \eqref{condition} fails, and the (100) fraction rises to 0.040 percent with a fixed gap and about 0.047 percent with a shrinking one.

\textit{Un-ionized donors.} For a donor level 45 meV below the conduction band with twofold spin degeneracy, charge balance leaves 0.40 percent of the bulk donors neutral. Upward bending lifts the level away from the Fermi level and ionizes more of them. Equation \eqref{sheet} already counts every donor as charged.

\textit{Breakdown and tunnelling.} The peak field is $2V/W=0.0393$ MV/cm, well below a rough breakdown field of 0.3 MV/cm. If a metal were placed on the surface, an electron at the bulk band edge would tunnel to it with a probability of order $e^{-X}$. For a mass $m=0.19$ electron masses, roughly the lightest in silicon,
\begin{equation}
X=\frac2\hbar\int_0^W\sqrt{2mqV}\left(1-\frac xW\right)dx
=\frac{W\sqrt{2mqV}}{\hbar}=402.
\end{equation}
Tunnelling through the full barrier is negligible at this doping.

Numerical values quoted here were computed with a short program.
